\section*{Trigonal Warping and Electron-Hole Asymmetry in Graphene's Gapless Cone, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the honeycomb lattice to the matrix near a zone corner}

\subsection{Four energies at one distance from the corner}

In a tight-binding model of graphene, take a wave vector $0.05\,\mathrm{bohr}^{-1}$ away from a corner of the Brillouin zone. A perfect cone would put the upper band $0.02025$~Ha above the point where the bands touch, whatever the direction. The model puts it $0.01933$~Ha above in one direction and $0.02067$~Ha above in a direction turned by $60^\circ$. At the other, inequivalent corner the two values are exchanged. In the same two directions at the first corner, the lower band lies $0.01971$~Ha and $0.02110$~Ha below the touching point, so it is not the mirror image of the upper band either.

Two effects are present. One depends on direction and changes sign between the corners. The other is a difference between the bands that remains after averaging over the two directions. Both appear at second order in the distance from the corner, but they come from different hopping processes. Neither separates the bands at the corner itself.

\subsection{Lattice and Hamiltonian}

The atoms form a planar honeycomb lattice with bond length $d$. It has two sublattices, $A$ and $B$. The vectors from an $A$ atom to its three $B$ neighbours are
\begin{equation}
\boldsymbol\delta_1=d\,(0,1),\qquad
\boldsymbol\delta_2=d\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\qquad
\boldsymbol\delta_3=d\left(-\tfrac{\sqrt3}{2},-\tfrac12\right).
\label{eq:bonds}
\end{equation}
The lattice constant is $a=\sqrt3\,d$, and primitive lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. One bond points along $+y$; this choice fixes the meaning of every angle below.

Each atom carries one orbital, the $p_z$ orbital in graphene. The orbitals are taken as orthonormal, the electrons as independent, and spin-orbit coupling is left out, so spin only doubles each level. All on-site energies are equal and set to zero. The Hamiltonian has matrix element $-t$ between nearest neighbours, with $t>0$, and $-t'$ between second neighbours, with $t'$ real and of either sign. Hopping over longer distances is neglected. We use Hartree atomic units, in which $\hbar=1$.

\subsection{The Bloch matrix}

For $N$ unit cells, form one Bloch state on each sublattice, with the phase taken at the position of the atom:
\begin{equation}
|\mathbf k,X\rangle=\frac1{\sqrt N}\sum_{\mathbf r\in X}e^{i\mathbf k\cdot\mathbf r}\,|\mathbf r\rangle,
\qquad X=A,B .
\end{equation}
The matrix element between the two sublattices is
\begin{equation}
H_{AB}(\mathbf k)=\frac1N\sum_{\mathbf r\in A}\sum_{\mathbf r'\in B}
e^{i\mathbf k\cdot(\mathbf r'-\mathbf r)}\langle\mathbf r|H|\mathbf r'\rangle .
\end{equation}
For each $\mathbf r$, only the three neighbours $\mathbf r'=\mathbf r+\boldsymbol\delta_j$ contribute, each with $-t$. The summand no longer depends on $\mathbf r$, so the sum over the $N$ atoms of sublattice $A$ cancels $1/N$:
\begin{equation}
H_{AB}=-t\,f(\mathbf k),\qquad f(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\label{eq:f}
\end{equation}
Second neighbours lie on the same sublattice. The same calculation gives
\begin{equation}
H_{AA}=H_{BB}=-t'\,g(\mathbf k),\qquad g(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},
\label{eq:g}
\end{equation}
where $\mathbf R$ runs over the six lattice vectors of length $a$. They come in pairs $\pm\mathbf R$, so $g$ is real.

\subsection{The bands in closed form}

The functions $f$ and $g$ are related. Multiplying $f$ by its complex conjugate gives
\begin{equation}
|f|^2=\sum_{j,l}e^{i\mathbf k\cdot(\boldsymbol\delta_j-\boldsymbol\delta_l)}
=3+\sum_{j\ne l}e^{i\mathbf k\cdot(\boldsymbol\delta_j-\boldsymbol\delta_l)} .
\end{equation}
The three terms with $j=l$ give the 3. From Eq.~\eqref{eq:bonds}, the differences are
\begin{equation}
\begin{aligned}
\boldsymbol\delta_1-\boldsymbol\delta_2&=d\left(-\tfrac{\sqrt3}{2},\tfrac32\right),\\
\boldsymbol\delta_1-\boldsymbol\delta_3&=d\left(\tfrac{\sqrt3}{2},\tfrac32\right),\\
\boldsymbol\delta_2-\boldsymbol\delta_3&=d\left(\sqrt3,0\right),
\end{aligned}
\end{equation}
and their negatives. Each has length $\sqrt3\,d=a$, and together they are the six second-neighbour vectors. Two bonds in succession lead from an atom to a second neighbour or back to the start. Therefore
\begin{equation}
|f|^2=3+g .
\label{eq:fg}
\end{equation}

A Hermitian matrix with equal diagonal elements $\alpha$ and off-diagonal element $\beta$ has eigenvalues $\alpha\pm|\beta|$, because its characteristic equation is $(\alpha-E)^2=|\beta|^2$. Here $\alpha=-t'g=3t'-t'|f|^2$ and $|\beta|=t|f|$, so
\begin{equation}
E_s(\mathbf k)=3t'+s\,t|f(\mathbf k)|-t'|f(\mathbf k)|^2,\qquad s=\pm1 ,
\label{eq:exact}
\end{equation}
with $s=+1$ for the upper band and $s=-1$ for the lower. This holds throughout the zone for this model. Both energies depend on the wave vector through the single number $|f|$, a fact used several times below.

\subsection{Where the bands touch}

The separation of the bands is $E_+-E_-=2t|f|$. They touch where $f=0$, that is, where three complex numbers of modulus one add to zero. Divide the sum by its first term and write it as $1+u+w=0$ with $|u|=|w|=1$. The imaginary parts of $u$ and $w$ are opposite, so their real parts have equal magnitude. Since the real parts add to $-1$, both are $-\tfrac12$. Thus $u$ and $w$ are $e^{2\pi i/3}$ and $e^{-2\pi i/3}$, in one order or the other.

These two orders give two points of the Brillouin zone. Indeed $u=e^{i\mathbf k\cdot(\boldsymbol\delta_2-\boldsymbol\delta_1)}$ and $w=e^{i\mathbf k\cdot(\boldsymbol\delta_3-\boldsymbol\delta_1)}$, and the two difference vectors form a primitive pair of lattice vectors. Their phases fix $\mathbf k$ up to a reciprocal lattice vector. Representatives of the two points are
\begin{equation}
\mathbf K_\tau=\tau\left(\frac{4\pi}{3a},0\right),\qquad \tau=\pm1 .
\end{equation}
To verify this, note that $\mathbf K_\tau\cdot\boldsymbol\delta_1=0$, while
\begin{equation}
\mathbf K_\tau\cdot\boldsymbol\delta_2=\tau\,\frac{4\pi}{3\sqrt3\,d}\,\frac{\sqrt3\,d}{2}=\frac{2\pi\tau}{3},
\qquad
\mathbf K_\tau\cdot\boldsymbol\delta_3=-\frac{2\pi\tau}{3}.
\end{equation}
With $\omega=e^{2\pi i/3}$, the phase factors $w_j=e^{i\mathbf K_\tau\cdot\boldsymbol\delta_j}$ are
\begin{equation}
w_1=1,\qquad w_2=\omega^\tau,\qquad w_3=\omega^{-\tau},
\label{eq:weights}
\end{equation}
and their sum is zero. The neighbourhoods of $\mathbf K_+$ and $\mathbf K_-$ are the two valleys.

\subsection{Expansion of the bond sum}

Write $\mathbf k=\mathbf K_\tau+\mathbf q$, with $\mathbf q=(q_x,q_y)=q(\cos\theta,\sin\theta)$. The angle $\theta$ is measured from the $+x$ axis in both valleys. Expanding each exponential in Eq.~\eqref{eq:f} gives
\begin{equation}
f=\sum_jw_j+i\sum_jw_j\,\mathbf q\cdot\boldsymbol\delta_j
-\frac12\sum_jw_j(\mathbf q\cdot\boldsymbol\delta_j)^2+O(q^3).
\label{eq:taylor}
\end{equation}
The first sum vanishes. Two combinations of phases are needed for the others:
\begin{equation}
\omega^\tau+\omega^{-\tau}=2\cos\frac{2\pi}{3}=-1,\qquad
\omega^\tau-\omega^{-\tau}=2i\sin\frac{2\pi\tau}{3}=i\tau\sqrt3 .
\label{eq:phases}
\end{equation}
The valley index enters the second one alone, because the sine is odd.

\paragraph{First order.} The $x$ and $y$ components of the weighted bond sum are
\begin{align}
\sum_jw_j\delta_{jx}&=\frac{\sqrt3\,d}{2}(\omega^\tau-\omega^{-\tau})=\frac{3i\tau d}{2},\\
\sum_jw_j\delta_{jy}&=d\left[1-\frac12(\omega^\tau+\omega^{-\tau})\right]=\frac{3d}{2}.
\end{align}
The linear term of $f$ is therefore
\begin{equation}
f^{(1)}=i\left(\frac{3i\tau d}{2}q_x+\frac{3d}{2}q_y\right)
=-\frac{3d}{2}(\tau q_x-iq_y).
\end{equation}
It is convenient to define the complex number
\begin{equation}
z=\tau q_x+iq_y,\qquad |z|=q,
\end{equation}
so that $f^{(1)}=-\tfrac{3d}{2}z^*$.

\paragraph{Second order.} The squares of the projections are
\begin{align}
(\mathbf q\cdot\boldsymbol\delta_1)^2&=d^2q_y^2,\\
(\mathbf q\cdot\boldsymbol\delta_2)^2&=d^2\left(\tfrac34q_x^2-\tfrac{\sqrt3}{2}q_xq_y+\tfrac14q_y^2\right),\\
(\mathbf q\cdot\boldsymbol\delta_3)^2&=d^2\left(\tfrac34q_x^2+\tfrac{\sqrt3}{2}q_xq_y+\tfrac14q_y^2\right).
\end{align}
In the weighted sum, the terms common to the last two lines are multiplied by $\omega^\tau+\omega^{-\tau}$. The cross terms, which have opposite signs, are multiplied by $-(\omega^\tau-\omega^{-\tau})$. With Eq.~\eqref{eq:phases},
\begin{align}
\sum_jw_j(\mathbf q\cdot\boldsymbol\delta_j)^2
&=d^2\left[q_y^2-\tfrac34q_x^2-\tfrac14q_y^2-\tfrac{\sqrt3}{2}(i\tau\sqrt3)q_xq_y\right]\nonumber\\
&=-\frac{3d^2}{4}\left(q_x^2-q_y^2+2i\tau q_xq_y\right)
=-\frac{3d^2}{4}z^2 .
\end{align}
The last step uses $\tau^2=1$ in the square of $z$. The factor $-\tfrac12$ in Eq.~\eqref{eq:taylor} reverses the sign, and
\begin{equation}
f=-\frac{3d}{2}z^*+\frac{3d^2}{8}z^2+O(q^3).
\label{eq:fexp}
\end{equation}

\subsection{Why the quadratic term is $z^2$}

Rotation symmetry gives a check on this form. Let $\mathcal R$ be a rotation by $120^\circ$. It permutes the three bonds, so $f(\mathcal R\mathbf k)=f(\mathbf k)$. The rotation carries $\mathbf K_\tau$ to an equivalent corner. For example, $\mathbf K_+-\mathcal R\mathbf K_+=\tfrac{2\pi}{a}(1,-\tfrac1{\sqrt3})$, whose products with $\mathbf a_1$ and $\mathbf a_2$ are $2\pi$ and $0$, so it is a reciprocal lattice vector. The other cases follow by reversing signs or rotating again.

Adding a reciprocal lattice vector $\mathbf G$ to $\mathbf k$ multiplies $f$ by a common phase, since the numbers $e^{i\mathbf G\cdot\boldsymbol\delta_j}$ are equal: the bonds differ by lattice vectors. Hence rotating $\mathbf q$ about the corner changes $f$ by a constant phase, the same at every order in $q$.

Under this rotation $z$ becomes $\omega^\tau z$. The linear term $z^*$ acquires $\omega^{-\tau}$. Among the three possible quadratic terms, $z^2$ acquires $\omega^{2\tau}=\omega^{-\tau}$, which matches. The other two, $zz^*$ and $(z^*)^2$, acquire $1$ and $\omega^\tau$, and are excluded. Symmetry thus fixes the form of the second-order term; the expansion supplies its coefficient.

\subsection{The matrix to second order}

Multiply Eq.~\eqref{eq:fexp} by $-t$ and define
\begin{equation}
v=\frac{3td}{2},\qquad \mu=\frac{3td^2}{8}.
\end{equation}
On the diagonal, Eq.~\eqref{eq:fg} gives $-t'g=3t'-t'|f|^2$, where $|f|^2=\tfrac94d^2q^2+O(q^3)$ from the linear term of $f$. The matrix is
\begin{equation}
H=\left(3t'-\frac94t'd^2q^2\right)
\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\begin{pmatrix}0&vz^*-\mu z^2\\ vz-\mu(z^*)^2&0\end{pmatrix}+O(q^3).
\label{eq:matrix}
\end{equation}
Nearest-neighbour hopping supplies the second matrix, and second-neighbour hopping a multiple of the identity. The first-order part $vz^*$ gives the cone, with slope $v$ in every direction. Since the contribution of $t'$ varies only from order $q^2$, it leaves this slope unchanged.

For the numerical example we choose round parameters of roughly the size used for graphene: $t=0.1$~Ha, $t'=0.005$~Ha and $d=2.7$~bohr. Then
\begin{equation}
v=\frac32(0.1)(2.7)=0.405\ \text{a.u.}=8.86\times10^5\ \mathrm{m/s}.
\end{equation}
At $q=0.05\,\mathrm{bohr}^{-1}$, the linear energy is $vq=0.02025$~Ha, or $0.551$~eV. The quadratic off-diagonal term has relative size
\begin{equation}
\frac{\mu q^2}{vq}=\frac{qd}{4}=\frac{(0.05)(2.7)}4=0.034 .
\end{equation}
The small parameter of the expansion is therefore the dimensionless product $qd$, here $0.135$, and the quadratic term $\mu q^2$ is about three per cent of the linear term $vq$. This ratio belongs to the model, not to graphene itself. Third neighbours lie at $-2\boldsymbol\delta_j$ on the other sublattice, and their phase factors at the corner are $w_j^{-2}=w_j$. A hopping element $-t_3$ between them therefore replaces $t$ by $t-2t_3$ in $v$ and by $t+4t_3$ in $\mu$. For $t_3=0.005$~Ha, the same size as $t'$, the ratio rises from $0.034$ to $0.045$. The energies then no longer depend on $|f|$ alone, so a quantitative account of the warping in graphene needs this longer hopping.

\section{Warping, asymmetry and the surviving touching point}

\subsection{Symbols and results carried over}

The wave vector is $\mathbf k=\mathbf K_\tau+\mathbf q$, with valley index $\tau=\pm1$ and $\mathbf q=q(\cos\theta,\sin\theta)$. The hopping elements are $-t$ between nearest neighbours and $-t'$ between second neighbours, $d$ is the bond length, $a=\sqrt3\,d$, and $v=3td/2$. The band index is $s=\pm1$. With $f$ the sum of the three bond phases and $z=\tau q_x+iq_y$, the first half established
\begin{align}
E_s&=3t'+s\,t|f|-t'|f|^2,\label{eq:bands2}\\
f&=-\frac{3d}{2}z^*+\frac{3d^2}{8}z^2+O(q^3).\label{eq:f2}
\end{align}
It also showed that $|f|^2=3+g$, where $g=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ runs over the six second-neighbour vectors, all of length $a$. The example has $t=0.1$~Ha, $t'=0.005$~Ha, $d=2.7$~bohr and $q=0.05\,\mathrm{bohr}^{-1}$.

This part has found the model's bands in closed form and expanded the Bloch matrix to second order around each zone corner. It remains to derive the warping and the electron-hole asymmetry from these results, account for the four energies, and show why the bands still touch and when the touching point lies at the neutral Fermi level.
